**Image energy between two grounded plates: closed form against independent calculations**

A point charge $q$ at height $z$ between grounded plates at $0$ and $L$ has the energy $W=(q^2/4L)[2\gamma+\psi(x)+\psi(1-x)]$, where $x=z/L$, $\psi$ is the digamma function and $\gamma$ is Euler's constant. At the midpoint this becomes $-(\ln 2)q^2/L$. The program asserts that explicit image sums agree with the closed form for several gaps and heights, and that the images bring both plates to zero potential within a small tolerance. It compares the Fourier-transformed potential with a finite-difference solution of Poisson's equation, and checks the energy by an integral over wavevectors and by the electric field energy. Further assertions cover the image force, the maximum and curvature at the midpoint, the near-plate law and the truncation error. For an electron and $L=20$ bohr, the output gives a midpoint energy of $-0.034657$ hartree, or $-0.943$ eV. It also shows that adding two one-plate energies makes the midpoint energy too deep by a factor of 1.44.

## Numerical check

```python
"""
Point charge q at height z between grounded plates at 0 and L (atomic units).
Result under test, with x = z/L, digamma function psi and Euler constant gamma:
    W(z) = q^2/(4L) * [2 gamma + psi(x) + psi(1-x)],   W(L/2) = -ln(2) q^2/L.
W is the energy relative to the charge far away from uncharged plates.
Independent roads: explicit image sums, a finite-difference Poisson solution,
an integral over wavevectors k along the plates, and the electric field energy.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import digamma, zeta

q = -1.0
L = 20.0
LN2 = np.log(2.0)
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_NM = physical_constants["Bohr radius"][0] * 1e9
MANY = 20000


def energy_closed(z, gap=L):
    x = z / gap
    return q**2 / (4 * gap) * (2 * np.euler_gamma + digamma(x) + digamma(1 - x))


def images(z, gap, n_max):
    """Positions and charges of all images with |n| <= n_max."""
    n = np.arange(-n_max, n_max + 1)
    same = z + 2 * gap * n[n != 0]
    opposite = -z + 2 * gap * n
    charges = np.concatenate([np.full(same.size, q), np.full(opposite.size, -q)])
    return np.concatenate([same, opposite]), charges


def image_potential(z, gap=L, n_max=MANY):
    pos, charges = images(z, gap, n_max)
    return np.sum(charges / np.abs(z - pos))


def energy_images(z, gap=L, n_max=MANY):
    return 0.5 * q * image_potential(z, gap, n_max)


def image_force(z):
    pos, charges = images(z, L, MANY)
    return np.sum(q * charges * (z - pos) / np.abs(z - pos)**3)


def kernel(k, z, z0):
    """Fourier component of the potential between the plates."""
    low, high = np.minimum(z, z0), np.maximum(z, z0)
    return 4 * np.pi * q * np.sinh(k * low) * np.sinh(k * (L - high)) / (
        k * np.sinh(k * L))


def potential_from_k(z):
    """Induced potential at the charge, without images."""
    def integrand(k):
        a, b = 2 * k * z, 2 * k * (L - z)
        return np.expm1(-a) * np.expm1(-b) / (-np.expm1(-a - b)) - 1
    k_max = 20 / min(z, L - z)
    return q * quad(integrand, 0, k_max, epsabs=1e-11, limit=200)[0]


NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def field_energy(z0):
    """Integral of E^2/(8 pi) between the plates minus that of a free charge."""
    def integrand(k):
        total = 0.0
        for length, other in ((z0, L - z0), (L - z0, z0)):
            s = 0.5 * length * (NODES + 1)      # distance from the plate
            amp = 4 * np.pi * q * np.sinh(k * other) / (k * np.sinh(k * L))
            g, dg = amp * np.sinh(k * s), amp * k * np.cosh(k * s)
            total += 0.5 * length * np.sum(WEIGHTS * (dg**2 + k**2 * g**2))
        free = 8 * np.pi**2 * q**2 / k
        return k / (2 * np.pi) * (total - free) / (8 * np.pi)
    k_max = 20 / min(z0, L - z0)
    return quad(integrand, 0, k_max, epsabs=1e-10, limit=200)[0]


# The image construction makes both plates equipotentials at zero.
z0, rho = 6.0, 3.0
pos, charges = images(z0, L, MANY)
plate_potentials = []
for plate in (0.0, L):
    v = q / np.hypot(rho, plate - z0) + np.sum(charges / np.hypot(rho, plate - pos))
    plate_potentials.append(v)
    assert abs(v) < 1e-9

# Closed form against explicit image sums, for several gaps and heights.
for gap in (5.0, 20.0, 70.0):
    for x in (0.05, 0.3, 0.5, 0.8):
        assert abs(energy_images(x * gap, gap) - energy_closed(x * gap, gap)) < 1e-9
    assert abs(energy_images(gap / 2, gap) + LN2 * q**2 / gap) < 1e-9
    assert abs(energy_images(gap / 4, gap) + 1.5 * LN2 * q**2 / gap) < 1e-9

# Fourier kernel against a finite-difference solution of g'' - k^2 g = -4 pi q delta.
cells = 2000
h = L / cells
grid = h * np.arange(1, cells)
source = int(round(z0 / h)) - 1
for k in (0.1, 0.5, 1.5):
    band = np.zeros((3, cells - 1))
    band[0, 1:] = band[2, :-1] = 1 / h**2
    band[1] = -2 / h**2 - k**2
    rhs = np.zeros(cells - 1)
    rhs[source] = -4 * np.pi * q / h
    numeric = solve_banded((1, 1), band, rhs)
    exact = kernel(k, grid, z0)
    assert np.max(np.abs(numeric - exact)) < 2e-4 * np.max(np.abs(exact))

# Energy without images: half the induced potential, and the field energy itself.
for z in (6.0, 10.0):
    assert abs(0.5 * q * potential_from_k(z) - energy_closed(z)) < 1e-8
    assert abs(field_energy(z) - energy_closed(z)) < 1e-7

# Force exerted by the images equals minus the slope of W.
for z in (3.0, 5.0, 13.0):
    d = 1e-3
    slope = (energy_closed(z + d) - energy_closed(z - d)) / (2 * d)
    assert abs(image_force(z) + slope) < 1e-7

# Midpoint is the maximum; its curvature; near-plate law; truncation law.
scan = np.linspace(1.0, L - 1.0, 37)
scan_energy = np.array([energy_images(z, L, 2000) for z in scan])
assert np.argmax(scan_energy) == 18
assert np.all(np.diff(scan_energy[:19]) > 0) and np.all(np.diff(scan_energy[18:]) < 0)
d = 0.1
curvature = (energy_images(L / 2 + d) - 2 * energy_images(L / 2)
             + energy_images(L / 2 - d)) / d**2
curvature_formula = -7 * zeta(3) * q**2 / L**3
assert abs(curvature / curvature_formula - 1) < 1e-3
near = 1.0
far_plate_shift = energy_images(near) + q**2 / (4 * near)
shift_formula = -zeta(3) * q**2 * near**2 / (2 * L**3)
assert abs(far_plate_shift / shift_formula - 1) < 5e-3
n_cut = 400
for z in (6.0, 10.0):
    error = energy_closed(z) - energy_images(z, L, n_cut)
    assert abs(error / (-q**2 * (z / L)**2 / (4 * L * n_cut**2)) - 1) < 1e-2

# Worked example.
mid = energy_closed(L / 2)
print(f"charge q = {q:.0f} e")
print(f"plate separation L = {L:.1f} bohr = {L * BOHR_NM:.4f} nm")
print(f"ln 2 = {LN2:.6f}, Euler gamma = {np.euler_gamma:.6f}, zeta(3) = {zeta(3):.6f}")
print(f"psi(1/2) = {digamma(0.5):.6f}")
print(f"psi(1/4) = {digamma(0.25):.6f}, psi(3/4) = {digamma(0.75):.6f}")
print("energies in hartree: z/bohr, W, one plate, sum of two one-plate energies")
for z in (1.0, 2.0, 5.0, 10.0):
    one = -q**2 / (4 * z)
    two = one - q**2 / (4 * (L - z))
    print(f"  z = {z:4.1f}: {energy_closed(z):.6f}  {one:.6f}  {two:.6f}")
print("midpoint energy from images with |n| <= N, hartree")
for n_max in (0, 1, 2, 10, 100):
    print(f"  N = {n_max:3d}: {energy_images(L / 2, L, n_max):.8f}")
print(f"midpoint energy, closed form = {mid:.8f} hartree")
print(f"midpoint energy = {mid * HARTREE_EV:.4f} eV")
print(f"midpoint energy from k integral = {0.5*q*potential_from_k(L/2):.8f} hartree")
print(f"midpoint field energy = {field_energy(L / 2):.8f} hartree")
print(f"q times image potential at midpoint = {q*image_potential(L/2):.6f} hartree")
print(f"two-plate sum / W at midpoint = {(-q**2 / L) / mid:.4f}")
print(f"force on charge at z = 5 bohr = {image_force(5.0):.6f} hartree/bohr")
print(f"curvature at midpoint, images = {curvature:.6e} hartree/bohr^2")
print(f"curvature at midpoint, formula = {curvature_formula:.6e} hartree/bohr^2")
print(f"W + 1/(4z) at z = 1 bohr, images = {far_plate_shift:.4e} hartree")
print(f"leading near-plate formula = {shift_formula:.4e} hartree")
print(f"largest plate potential in test = {max(map(abs, plate_potentials)):.1e} a.u.")
print("all tests passed")
```

Running it gives:

```
charge q = -1 e
plate separation L = 20.0 bohr = 1.0584 nm
ln 2 = 0.693147, Euler gamma = 0.577216, zeta(3) = 1.202057
psi(1/2) = -1.963510
psi(1/4) = -4.227454, psi(3/4) = -1.085861
energies in hartree: z/bohr, W, one plate, sum of two one-plate energies
  z =  1.0: -0.250075  -0.250000  -0.263158
  z =  2.0: -0.125303  -0.125000  -0.138889
  z =  5.0: -0.051986  -0.050000  -0.066667
  z = 10.0: -0.034657  -0.025000  -0.050000
midpoint energy from images with |n| <= N, hartree
  N =   0: -0.02500000
  N =   1: -0.03333333
  N =   2: -0.03416667
  N =  10: -0.03462905
  N = 100: -0.03465705
midpoint energy, closed form = -0.03465736 hartree
midpoint energy = -0.9431 eV
midpoint energy from k integral = -0.03465736 hartree
midpoint field energy = -0.03465736 hartree
q times image potential at midpoint = -0.069315 hartree
two-plate sum / W at midpoint = 1.4427
force on charge at z = 5 bohr = -0.009160 hartree/bohr
curvature at midpoint, images = -1.051900e-03 hartree/bohr^2
curvature at midpoint, formula = -1.051800e-03 hartree/bohr^2
W + 1/(4z) at z = 1 bohr, images = -7.5291e-05 hartree
leading near-plate formula = -7.5129e-05 hartree
largest plate potential in test = 1.9e-11 a.u.
all tests passed
```
